\section*{The quotient F'(s)/s at density extrema: B88, PBE and RPBE}

\section*{Setting}

Hartree atomic units are used. The electron density $n$ is spin-unpolarized, positive and smooth. A generalized-gradient exchange energy is $E=\int e(n,\sigma)\,d^3r$ with
\begin{equation}
e=-A\,n^{4/3}F(s),\qquad A=\tfrac34\left(\tfrac3\pi\right)^{1/3},\qquad \sigma=|\nabla n|^2 .
\end{equation}
The reduced gradient is $s=|\nabla n|/(2k_Fn)$ with $k_F=(3\pi^2n)^{1/3}$. Squaring it gives
\begin{equation}
s^2=c\,t,\qquad t=\frac{\sigma}{n^{8/3}},\qquad c=\frac{1}{4(3\pi^2)^{2/3}} .
\end{equation}
The three enhancement factors are
\begin{align}
F_{\rm PBE}&=1+\kappa-\frac{\kappa}{1+\mu s^2/\kappa},\\
F_{\rm RPBE}&=1+\kappa\left(1-e^{-\mu s^2/\kappa}\right),\\
F_{\rm B88}&=1+\frac{\beta}{C}\,\frac{x^2}{D},\qquad D=1+6\beta x\,\mathrm{asinh}\,x ,
\end{align}
with $\mu=0.219515$, $\kappa=0.804$, $\beta=0.0042$ and $C=2^{1/3}A$. B88 is defined for each spin through $x=|\nabla n_\uparrow|/n_\uparrow^{4/3}$. Setting $n_\uparrow=n/2$ gives $x=2^{1/3}|\nabla n|/n^{4/3}$, that is, $x^2=2^{2/3}t$.

\section*{Part (a): the quotient}

\textbf{Question.} The derivative $\partial e/\partial\sigma$ contains $Q=F'(s)/s$. What value must $Q$ take where $\nabla n=0$, and what property of $F$ is needed?

\textbf{Answer.} At fixed $n$, differentiating $s^2=c\sigma/n^{8/3}$ gives $2s\,\partial s/\partial\sigma=c/n^{8/3}$. Hence
\begin{equation}
\frac{\partial e}{\partial\sigma}=-A n^{4/3}F'(s)\,\frac{c}{2s\,n^{8/3}}=-\frac{Ac}{2}\,n^{-4/3}\,Q .
\label{esig}
\end{equation}
Suppose that $F$ is a smooth function of $s^2$, $F=f(s^2)$, with $f(0)=1$ and $f'(0)=\mu$. Then $F'(s)=2s f'(s^2)$. At $s=0$ the quotient reads $0/0$, but for every $s>0$ it equals $2f'(s^2)$, so
\begin{equation}
\lim_{s\to0}Q=2f'(0)=2\mu=F''(0).
\end{equation}
The last equality follows from $F''=2f'+4s^2f''$ at $s=0$.

No other value is correct, because the derivative at $\sigma=0$ can be found without any division by $s$:
\begin{equation}
\lim_{\sigma\to0^+}\frac{e(n,\sigma)-e(n,0)}{\sigma}
=\lim_{\sigma\to0^+}\frac{-An^{4/3}\,\mu c\sigma n^{-8/3}+O(\sigma^2)}{\sigma}
=-Ac\mu\,n^{-4/3}.
\end{equation}
This is (\ref{esig}) with $Q=2\mu$. The limit may be taken from a series or from a closed form in which $s$ has been cancelled.

Smoothness in $s^2$ is sufficient but not necessary. A term $as^p$ in $F$ contributes $aps^{p-2}$ to $Q$. For $p>2$ this vanishes at $s=0$ and the limit is still $2\mu$. For $0<p<2$ no finite limit exists: a term $as$ gives $a/s$, and the $x^{3/2}$ term of the G96 exchange functional makes $e_\sigma$ grow as $|\nabla n|^{-1/2}$. The argument also excludes a nuclear cusp, where $n$ is not smooth and its gradient has no unique direction.

\section*{Part (b): the potential at an extremum}

\textbf{Question.} Find the exchange potential $v=\delta E/\delta n$ at a point where $\nabla n=0$. What happens if a code sets $Q=0$ there?

\textbf{Answer.} Write $e_n=\partial e/\partial n$ and $e_\sigma=\partial e/\partial\sigma$. Since $\delta\sigma=2\nabla n\cdot\nabla\delta n$, integration by parts, with periodic or vanishing boundary terms, gives
\begin{align}
\delta E&=\int\left(e_n\,\delta n+2e_\sigma\nabla n\cdot\nabla\delta n\right)d^3r,\\
v&=e_n-2\nabla\cdot(e_\sigma\nabla n)
=e_n-2e_\sigma\nabla^2n-2\nabla e_\sigma\cdot\nabla n .
\label{pot}
\end{align}
The last term vanishes at the point, because $\nabla e_\sigma$ is finite for smooth $f$ and $\nabla n=0$. For the first term, $s\propto n^{-4/3}$ at fixed $\sigma$, so $\partial s/\partial n=-4s/(3n)$ and
\begin{equation}
e_n=-\tfrac43An^{1/3}\left[F-sF'(s)\right]\;\longrightarrow\;-\tfrac43An^{1/3}.
\end{equation}
With $e_\sigma=-Ac\mu n^{-4/3}$ the result is
\begin{equation}
v=-\tfrac43An^{1/3}+2Ac\mu\,\frac{\nabla^2n}{n^{4/3}} .
\label{vext}
\end{equation}
The first term is the local-density potential. The second is negative at a density maximum with $\nabla^2n<0$ and positive at a minimum with $\nabla^2n>0$. For a uniform density it vanishes, as it should.

In the expanded form of (\ref{pot}), setting $Q=0$ deletes the whole second term of (\ref{vext}). The flux form, which takes the divergence of the product $e_\sigma\nabla n$ sampled on a grid, behaves differently. At the extremum that product is zero for any finite $e_\sigma$, so a wrong value of ordinary size at that one point does no harm, while an undefined number spoils the result. A very large value can still do harm, because a computed gradient at the extremum is rounding noise rather than exactly zero. A threshold that also catches neighbouring points is harmful too: for the density of part (e) on 1024 points, setting $e_\sigma=0$ wherever $s<2\times10^{-3}$ changes the PBE potential by up to $0.013$ hartree.

Replacing $F'/s$ by $F'/(s+\delta)$ multiplies $Q$ by $s/(s+\delta)$. In the expanded form this gives $Q=0$ at the extremum for any $\delta>0$, which deletes the gradient term. In the flux form the outcome depends on the grid. For $s\ll\delta$ the modified quotient is about $2\mu s/\delta$, so the flux is proportional to $|\nabla n|\nabla n$. This is of second order in the distance from the extremum, and its exact divergence there is zero. On a grid the term is therefore lost when the neighbouring points lie in the region $s\ll\delta$. When $\delta$ is much smaller than $s$ at those points, the factor $s/(s+\delta)$ is close to one there and the term survives.

\section*{Part (c): PBE and RPBE}

\textbf{Question.} Expand $F$ to third order in $\sigma$ for PBE and RPBE, and give $Q$ in a form free of division by $s$.

\textbf{Answer.} For PBE, the geometric series $1/(1+w)=1-w+w^2-w^3+\dots$ with $w=\mu s^2/\kappa$ gives $F=1+\kappa(w-w^2+w^3-\dots)$. Inserting $s^2=c\sigma/n^{8/3}$,
\begin{equation}
F_{\rm PBE}=1+\mu c\,\frac{\sigma}{n^{8/3}}-\frac{\mu^2c^2}{\kappa}\,\frac{\sigma^2}{n^{16/3}}+\frac{\mu^3c^3}{\kappa^2}\,\frac{\sigma^3}{n^{8}}-\dots
\end{equation}
For RPBE, $1-e^{-w}=w-w^2/2+w^3/6-\dots$ gives
\begin{equation}
F_{\rm RPBE}=1+\mu c\,\frac{\sigma}{n^{8/3}}-\frac{\mu^2c^2}{2\kappa}\,\frac{\sigma^2}{n^{16/3}}+\frac{\mu^3c^3}{6\kappa^2}\,\frac{\sigma^3}{n^{8}}-\dots
\end{equation}
Since $Q=2\,dF/d(s^2)$, differentiating the closed forms with respect to $s^2$ yields
\begin{align}
Q_{\rm PBE}&=\frac{2\mu}{(1+\mu s^2/\kappa)^2}=2\mu\left(1-\frac{2\mu s^2}{\kappa}+\frac{3\mu^2s^4}{\kappa^2}-\dots\right),\\
Q_{\rm RPBE}&=2\mu\,e^{-\mu s^2/\kappa}=2\mu\left(1-\frac{\mu s^2}{\kappa}+\frac{\mu^2s^4}{2\kappa^2}-\dots\right).
\end{align}
Both have the limit $2\mu=0.43903$. The PBE series converges for $w<1$, that is, $s<\sqrt{\kappa/\mu}=1.914$. The exponential series converges for all $s$.

A small gradient does not by itself make $s$ small. In a tail $n\propto e^{-\alpha r}$ the gradient tends to zero, but $|\nabla n|/n^{4/3}=\alpha n^{-1/3}$ grows without bound, and a truncated series must not be used there.

\section*{Part (d): B88}

\textbf{Question.} Do the same for B88, and find where its series converges.

\textbf{Answer.} Integrating $(1+x^2)^{-1/2}=1-x^2/2+\dots$ gives $\mathrm{asinh}\,x=x-x^3/6+\dots$, so
\begin{align}
D&=1+6\beta x^2-\beta x^4+O(x^6),\\
\frac1D&=1-(6\beta x^2-\beta x^4)+(6\beta x^2)^2+O(x^6)\nonumber\\
&=1-6\beta x^2+(\beta+36\beta^2)x^4+O(x^6).
\end{align}
Multiplying by $\beta x^2/C$ and inserting $x^2=2^{2/3}\sigma/n^{8/3}$,
\begin{equation}
F_{\rm B88}=1+\frac{2^{2/3}\beta}{C}\,\frac{\sigma}{n^{8/3}}-\frac{6\cdot2^{4/3}\beta^2}{C}\,\frac{\sigma^2}{n^{16/3}}+\frac{4\beta^2(1+36\beta)}{C}\,\frac{\sigma^3}{n^{8}}-\dots
\end{equation}
For the closed slope put $y=x^2$. Since $dx/dy=1/(2x)$,
\begin{equation}
y\frac{dD}{dy}=\frac{x}{2}\,6\beta\left(\mathrm{asinh}\,x+\frac{x}{\sqrt{1+x^2}}\right)
=3\beta\left(x\,\mathrm{asinh}\,x+\frac{x^2}{\sqrt{1+x^2}}\right).
\end{equation}
The quotient rule $d(y/D)/dy=(D-y\,dD/dy)/D^2$ then gives
\begin{equation}
\frac{dF_{\rm B88}}{d(x^2)}=\frac{\beta}{C}\,\frac{1+3\beta\left(x\,\mathrm{asinh}\,x-x^2/\sqrt{1+x^2}\right)}{D^2},
\end{equation}
with no division by $x$. The ratio $\gamma=x^2/s^2=2^{2/3}/c=4(6\pi^2)^{2/3}$ converts this to
\begin{equation}
Q_{\rm B88}=2\gamma\frac{dF_{\rm B88}}{d(x^2)}
=\frac{2\gamma\beta}{C}\left[1-12\beta x^2+3(\beta+36\beta^2)x^4-\dots\right].
\end{equation}
The limit is $Q(0)=2\mu_B$ with $\mu_B=\gamma\beta/C=0.27429$, so $Q(0)=0.54859$.

The inverse hyperbolic sine has branch points at $x=\pm i$. Inside $|x|<1$ the magnitude of $x\,\mathrm{asinh}\,x$ is at most $\arcsin 1=\pi/2$, because the series of $\arcsin$ has the same coefficients with all signs positive. Thus $|6\beta x\,\mathrm{asinh}\,x|\le3\pi\beta\approx0.04$, and $D$ has no zero in the disk. The branch points therefore set the radius: the series converges for $x<1$, or $s<0.128$, and diverges for $x>1$.

\section*{Part (e): numbers for a model density}

\textbf{Question.} Let $n(z)=0.1\,[1+0.5\cos(qz)]$ bohr$^{-3}$ with $q=1$ bohr$^{-1}$. Evaluate the potential at both extrema, and judge the series at $z=0.2$ bohr and $z=\pi/2$ bohr.

\textbf{Answer.} At the maximum, $z=0$, $n=0.15$ bohr$^{-3}$ and $\nabla^2n=-0.1\cdot0.5\,q^2=-0.05$ bohr$^{-5}$. With $A=0.738559$ and $c=0.026121$, the PBE gradient term in (\ref{vext}) is
\begin{equation}
\frac{2(0.738559)(0.026121)(0.219515)(-0.05)}{(0.15)^{4/3}}=-0.00531\ \text{hartree}.
\end{equation}
At the minimum, $z=\pi$ bohr, $n=0.05$ bohr$^{-3}$ and the Laplacian is $+0.05$ bohr$^{-5}$. In hartree:
\begin{center}
\begin{tabular}{lcccc}
 & local density & B88 term & PBE term & RPBE term\\
maximum & $-0.52322$ & $-0.00664$ & $-0.00531$ & $-0.00531$\\
minimum & $-0.36278$ & $+0.02873$ & $+0.02299$ & $+0.02299$
\end{tabular}
\end{center}
PBE and RPBE agree because they share $\mu$. The term is larger at the minimum by the factor $3^{4/3}\approx4.3$, since the Laplacians have equal magnitude and the densities differ by a factor of three. Setting $Q=0$ in the expanded form would shift the PBE potential at the minimum by $0.63$ eV in magnitude.

These values were tested against the definition of $v$. The total energy on a grid was differentiated with respect to the density at a single grid point, and the result agreed with (\ref{vext}) within $10^{-6}$ hartree. The flux form with $e_\sigma$ set to zero at the two extrema passed the same test.

At $z=0.2$ bohr, $s=0.0203$ and $x=0.158$. The series for $Q$ through $\sigma^2$ has an error, relative to the closed form, of $1.3\times10^{-7}$ for B88 and far less for the other two. At $z=\pi/2$ bohr, $s=0.174$ looks small, but $x=1.357$ lies outside the B88 disk. The relative errors are now $2.5\times10^{-2}$ for B88, $2.3\times10^{-6}$ for PBE and about $10^{-7}$ for RPBE. More terms do not rescue B88: the absolute error of $F$ is $0.056$ with 20 terms and $5\times10^{13}$ with 80. The closed form is needed there.

\section*{Part (f): rounding near an extremum}

\textbf{Question.} Is it enough to treat the single point $s=0$ specially?

\textbf{Answer.} That depends on how $F'$ is obtained. An absolute error $\eta$ in $F'$ becomes $\eta/s$ in $Q$. The analytic PBE derivative, $F'=2\mu s/(1+\mu s^2/\kappa)^2$, has a rounding error proportional to its own size, so the division is safe for small positive $s$ and fails at $s=0$.

A central difference with step $h$ is different. It rests on
\begin{equation}
F(s+h)-F(s-h)\approx2hF'(s)\approx4\mu sh ,
\end{equation}
whereas double-precision numbers just above 1 are spaced by $2^{-52}\approx2.2\times10^{-16}$. One spacing changes the computed quotient by $2^{-52}/(2hs)$. For $h=10^{-4}$ this is about $10^{-3}$ at $s=10^{-9}$, and the PBE quotient came out as $0.43965$ instead of $0.43903$. At $s=10^{-12}$ one spacing is worth about $1.1$, more than $Q$ itself, and the computed quotient was zero. These digits hold for $F_{\rm PBE}$ evaluated as written in the setting; the equivalent form $1+\mu s^2/(1+\mu s^2/\kappa)$ gives $0.43854$ at $s=10^{-9}$ and $1.11$ at $s=10^{-12}$. The cancelled forms of parts (c) and (d) avoid this loss and give the limit of $Q$ at $s=0$ without a special case. The expanded form of (\ref{pot}) also needs $\partial^2e/\partial\sigma^2$ through $\nabla e_\sigma$. For PBE and RPBE it follows from the cancelled forms with no division by $s$, but for B88 it contains $d(x\,\mathrm{asinh}\,x)/d(x^2)=\tfrac12\left(\mathrm{asinh}\,x/x+1/\sqrt{1+x^2}\right)$, and the ratio $\mathrm{asinh}\,x/x$ must be given its limit $1$ at $x=0$.

\section*{Values computed for the example and the checks}
\begin{verbatim}
A = 0.738559, C = 0.930526, c = 0.026121 (dimensionless)
PBE/RPBE mu = 0.219515, kappa = 0.804; B88 beta = 0.0042
Model: mean n = 0.1 bohr^-3, amplitude = 0.5, q = 1.0 bohr^-1
B88: mu = 0.274293, limit Q(0) = 0.548586
B88: f1 = 7.164858e-03, f2 = -2.866123e-04, f3 = 8.729331e-05
PBE: mu = 0.219515, limit Q(0) = 0.439030
PBE: f1 = 5.733989e-03, f2 = -4.089381e-05, f3 = 2.916476e-07
RPBE: mu = 0.219515, limit Q(0) = 0.439030
RPBE: f1 = 5.733989e-03, f2 = -2.044691e-05, f3 = 4.860793e-08
PBE series converges for s < 1.9138
B88 series converges for x < 1, s < 0.1283
max: z = 0.0000 bohr, n = 0.150 bohr^-3, laplacian = -0.050 bohr^-5
min: z = 3.1416 bohr, n = 0.050 bohr^-3, laplacian = 0.050 bohr^-5
max B88: LDA -0.523224, gradient term -0.006640, sum -0.529863 Ha
   from energy -0.529863 Ha; term = -0.1807 eV
max PBE: LDA -0.523224, gradient term -0.005314, sum -0.528537 Ha
   from energy -0.528537 Ha; term = -0.1446 eV
max RPBE: LDA -0.523224, gradient term -0.005314, sum -0.528537 Ha
   from energy -0.528537 Ha; term = -0.1446 eV
min B88: LDA -0.362783, gradient term 0.028728, sum -0.334056 Ha
   from energy -0.334056 Ha; term = 0.7817 eV
min PBE: LDA -0.362783, gradient term 0.022991, sum -0.339793 Ha
   from energy -0.339793 Ha; term = 0.6256 eV
min RPBE: LDA -0.362783, gradient term 0.022991, sum -0.339793 Ha
   from energy -0.339793 Ha; term = 0.6256 eV
z = 0.2000 bohr: n = 0.149003 bohr^-3, sigma = 9.8674e-05 bohr^-8
   t = 0.015813, s = 0.02032, x = 0.15843
   B88: Q closed 0.54789713, series 0.54789720, rel. error 1.3e-07
   PBE: Q closed 0.43893094, series 0.43893094, rel. error 5.7e-12
   RPBE: Q closed 0.43898044, series 0.43898044, rel. error 2.4e-13
z = 1.5708 bohr: n = 0.100000 bohr^-3, sigma = 2.5000e-03 bohr^-8
   t = 1.160397, s = 0.17410, x = 1.35721
   B88: Q closed 0.51177441, series 0.52465611, rel. error 2.5e-02
   PBE: Q closed 0.43185256, series 0.43185354, rel. error 2.3e-06
   RPBE: Q closed 0.43541164, series 0.43541168, rel. error 9.5e-08
B88 F error at x = 1.3572: 20 terms 5.6e-02, 80 terms 5.4e+13
B88 F error at x = 0.8: 80 terms 0.0e+00
PBE quotient from central differences, step in s = 1e-04:
   s = 1e-03: differences 0.439030, cancelled form 0.439030
   s = 1e-06: differences 0.439031, cancelled form 0.439030
   s = 1e-09: differences 0.439648, cancelled form 0.439030
   s = 1e-12: differences 0.000000, cancelled form 0.439030
\end{verbatim}
